# Effective permittivity of a nanolaminate for a field normal to its layers, part 2

A stack of thin layers between two flat metal electrodes is to be replaced by a uniform film of the same total thickness $D$ and the same capacitance $C$ per electrode area $A$. The relative permittivity $\varepsilon_{\rm eff}$ of that film is defined by

$$\frac{C}{A}=\frac{Q}{V}=\frac{\varepsilon_0\,\varepsilon_{\rm eff}}{D}. \tag{1}$$

SI units are used, with lengths in nanometres where convenient, and $\varepsilon_0$ is the vacuum permittivity. The $z$ axis points upward from the bottom electrode. Layers are numbered from the bottom; layer $i$ extends from $z_{i-1}$ to $z_i$ and has thickness $d_i$. With $\phi$ the potential and $E_z$ the normal field, the voltage is $V=\phi(0)-\phi(D)=\int_0^D E_z\,dz$.

For laterally uniform layers with a local, linear response and no free charge inside the film, the displacement $\mathcal D_z$ equals the bottom electrode's charge per area $Q$ everywhere. The layer fields and the effective permittivity are then

$$E_i=\frac{Q}{\varepsilon_0\varepsilon_i}, \tag{5}$$

$$\boxed{\frac{1}{\varepsilon_{\rm eff}}=\sum_i\frac{f_i}{\varepsilon_i}} \tag{7}$$

where $f_i=d_i/D$. For a continuously graded film the sum becomes

$$\frac1{\varepsilon_{\rm eff}}=\frac1D\int_0^D\frac{dz}{\varepsilon(z)}, \tag{11}$$

which gives 16.54 for the profile $\varepsilon=10+30(z/D)^2$.

The same layer fields follow from Coulomb sums, which add the fields of all charged planes: the charge on the electrodes and the bound charge that polarization leaves on the layer faces.

The model stack is grown in cycles from materials A and B, with $\varepsilon_A=10$ and $\varepsilon_B=40$. A grows by 0.10 nm per cycle and B by 0.05 nm. Each of four supercycles has 20 cycles of A followed by 60 of B, so $D=20$ nm. The thickness fractions are 0.4 and 0.6; the cycle fractions, 0.25 and 0.75, are the wrong weights for the mean. At 1 V the plates carry 8.05 mC/m², and the A layers together take 73% of the voltage.

## Bounds, interface charge and leakage

The film has total thickness $D$ and consists of flat layers with thickness fractions $f_i=d_i/D$ and relative permittivities $\varepsilon_i$. The bottom electrode, at $z=0$, carries the charge $Q$ per area, and $V$ is its potential relative to the top electrode at $z=D$. Without free charge in the film the displacement equals $Q$ in every layer, the layer fields are $E_i=Q/(\varepsilon_0\varepsilon_i)$, and the capacitance per area is $\varepsilon_0\varepsilon_{\rm eff}/D$. The effective permittivity is then the harmonic mean, written from here on as

$$\varepsilon_h=\left(\sum_i\frac{f_i}{\varepsilon_i}\right)^{-1}.$$

The model stack has four bilayers of 2 nm of A and 3 nm of B, with $\varepsilon_A=10$, $\varepsilon_B=40$, $f_A=0.4$, $f_B=0.6$ and $\varepsilon_h=18.18$.

The result belongs to one direction of the field. If the electrodes stand perpendicular to the layers, the field runs along them. The tangential field is continuous across an interface, so all layers share the same $E$, and the displacement averaged over the thickness is $\varepsilon_0E\sum_if_i\varepsilon_i$. The effective permittivity is then the arithmetic mean $\varepsilon_\parallel=\sum_if_i\varepsilon_i$, which is $4+24=28$ for the model. The two means are ordered by the Cauchy–Schwarz inequality:

$$1=\Big(\sum_i\sqrt{f_i\varepsilon_i}\,\sqrt{f_i/\varepsilon_i}\Big)^2\le\Big(\sum_if_i\varepsilon_i\Big)\Big(\sum_i\frac{f_i}{\varepsilon_i}\Big)=\frac{\varepsilon_\parallel}{\varepsilon_h}. \tag{12}$$

Hence $\varepsilon_h\le\varepsilon_\parallel$, with equality when all permittivities agree. A laminate of isotropic layers is thus anisotropic as a whole.

The stored energy gives a second route to the effective permittivity and also shows what rough interfaces do. For flat layers the energy per area is

$$\frac UA=\frac{\varepsilon_0}2\sum_id_i\varepsilon_iE_i^2=\frac{Q^2}{2\varepsilon_0}\sum_i\frac{d_i}{\varepsilon_i}=\frac{QV}2 .$$

At 1 V this is $8.05/2=4.02$ mJ/m². More generally, let a positive scalar $\varepsilon$ vary in all directions, with the electrodes still flat and the lateral structure periodic. The true potential $\phi$ obeys $\nabla\cdot(\varepsilon\nabla\phi)=0$. Compare it with a trial potential $\phi+\eta$, where $\eta$ vanishes on the electrodes and is laterally periodic:

$$\int\varepsilon|\nabla(\phi+\eta)|^2=\int\varepsilon|\nabla\phi|^2+2\int\varepsilon\nabla\phi\cdot\nabla\eta+\int\varepsilon|\nabla\eta|^2 .$$

The middle integrand equals $\nabla\cdot(\eta\,\varepsilon\nabla\phi)$, because $\nabla\cdot(\varepsilon\nabla\phi)=0$. Its integral is a surface term, which vanishes on the electrodes and cancels between opposite lateral faces. Internal interfaces contribute nothing, since the normal component of $\varepsilon\nabla\phi$ is continuous there. The last term is not negative, so the true potential minimizes the energy. As the minimum equals $CV^2/2$, any trial potential gives an upper bound on $\varepsilon_{\rm eff}$.

This principle permits a check that does not assume a constant displacement. Minimizing the energy of the graded film $\varepsilon=10+30(z/D)^2$ over polynomial potentials gives 16.54, in agreement with the integral of $1/\varepsilon$. Finite elements in two dimensions give 18.18 for flat layers with a normal field and 28.00 with an in-plane field.

A lower bound follows by looking at one vertical column of the film at a time. Every column spans the full voltage, $V=\int_0^DE_z\,dz$. The Cauchy–Schwarz inequality then gives

$$V^2=\left(\int_0^D\sqrt\varepsilon\,E_z\,\frac1{\sqrt\varepsilon}\,dz\right)^2\le\int_0^D\varepsilon E_z^2\,dz\int_0^D\frac{dz}{\varepsilon}.$$

Let $h$ be the harmonic mean of the permittivity within the column, so that the last integral is $D/h$. Then $\int\varepsilon E_z^2\,dz\ge hV^2/D$. Now average over all columns, denoted by angle brackets. The total energy per area is $\varepsilon_0\varepsilon_{\rm eff}V^2/(2D)$, and it contains $|\mathbf E|^2\ge E_z^2$. Therefore

$$\varepsilon_{\rm eff}\ge\langle h\rangle\ge\frac1{\langle1/h\rangle}. \tag{13}$$

The second step is again Cauchy–Schwarz, $1=\langle\sqrt h\,(1/\sqrt h)\rangle^2\le\langle h\rangle\langle1/h\rangle$. The final expression is the harmonic mean formed with the volume fractions of the whole film. That mean is a lower bound for any arrangement of isotropic materials between flat electrodes, and $\varepsilon_{\rm eff}$ lies strictly above it whenever the columns have different values of $h$. For anisotropic materials with tilted axes the bound does not hold with $\varepsilon_{zz}$; it holds with $1/(\varepsilon^{-1})_{zz}$, which is smaller. The physical reason can be seen in two steps. If the columns were isolated from one another, those with little low-permittivity material would gain more flux, compared with flat layers at the same voltage, than the others would lose. Allowing flux to pass between columns cannot lower the total below this value.

For a deliberately strong case, take a single A/B bilayer in a cell as wide as it is high. The interface follows a square wave, at height 0.6 over half of the width and at 0.2 over the other half, in units of the cell height. The volume fraction of A is still 0.4. The two kinds of column have

$$h_1=\left(\frac{0.6}{10}+\frac{0.4}{40}\right)^{-1}=14.3,\qquad h_2=\left(\frac{0.2}{10}+\frac{0.8}{40}\right)^{-1}=25.0,$$

and their average, 19.6, is a lower bound. The finite-element value is about 20.7, and it changes by less than 0.01 when the mesh spacing is halved. This is 14% above the flat-layer value. The column bound alone accounts for more than half of the excess; the rest arises because the true flux is not confined to vertical columns. The number belongs to this geometry and is not a correction for the eight-layer stack. Layers that follow a rough electrode are a different problem, because the electrodes are then not flat.

Free charge trapped in the film needs separate treatment. Let a charge $q_f$ per area sit at the interface $z_k$. The displacement is $Q$ below it and $Q+q_f$ above it, and the top electrode carries $-(Q+q_f)$. Adding the voltages of all layers gives

$$V=\frac{QD}{\varepsilon_0\varepsilon_h}+\frac{q_f}{\varepsilon_0}\sum_{i>k}\frac{d_i}{\varepsilon_i}. \tag{14}$$

If $q_f$ stays fixed while the voltage is varied, the second term is a constant offset. The ratio $Q/V$ is then no longer the capacitance, but the derivative $dQ/dV$ is still $\varepsilon_0\varepsilon_h/D$. A small-signal measurement therefore still yields the harmonic mean.

For 1 mC/m² on the middle interface of the model stack, two complete bilayers lie above the charge. They have a thickness of 10 nm and the same mean of $1/\varepsilon$ as the full film, so the sum is $10\times0.055=0.55$ nm. The offset is

$$\frac{10^{-3}\times0.55\times10^{-9}}{8.854\times10^{-12}}\ {\rm V}=0.062\ {\rm V}.$$

The direct Coulomb sum reproduces this offset and the unchanged slope.

The situation is different if the interface charge follows the applied voltage. Differentiating equation (14) then adds a term with $dq_f/dQ$, and the measured capacitance is no longer that of the harmonic mean of the $\varepsilon_i$. Leakage has this effect. In the simplest model, layer $i$ has a uniform conductivity $\sigma_i$ and carries the current density $\sigma_iE_i$. In layers only a few nanometres thick, tunnelling or transport through traps can dominate, and a local ohmic law may then fail. The numbers below therefore illustrate the mechanism and do not predict the behaviour of a particular film. The free charge $q_i$ at the interface between layers $i$ and $i+1$ equals the jump in displacement, and it changes by the difference between the arriving and departing currents:

$$q_i=\varepsilon_0\varepsilon_{i+1}E_{i+1}-\varepsilon_0\varepsilon_iE_i,\qquad \frac{dq_i}{dt}=\sigma_iE_i-\sigma_{i+1}E_{i+1}.$$

Inserting the first equation into the second and collecting the terms of each layer on one side shows that

$$J=\sigma_iE_i+\varepsilon_0\varepsilon_i\frac{dE_i}{dt} \tag{15}$$

has the same value in all layers. The conserved quantity is now the total current, conduction plus displacement.

For a steady alternating state, write each quantity as the real part of a complex amplitude, marked by a hat, times $e^{-i\omega t}$. A time derivative becomes multiplication by $-i\omega$. With $s_i=\sigma_i/\varepsilon_0$, which is a rate, equation (15) reads

$$\hat J=(\sigma_i-i\omega\varepsilon_0\varepsilon_i)\hat E_i=-i\omega\varepsilon_0\tilde\varepsilon_i\hat E_i,\qquad \tilde\varepsilon_i=\varepsilon_i+\frac{is_i}{\omega}. \tag{16}$$

The sign follows from $-i\omega\varepsilon_0\,(is_i/\omega)=\varepsilon_0s_i=\sigma_i$; with this time factor, loss appears as a positive imaginary part. Solving for $\hat E_i$ and summing the voltages gives $\hat V=\hat J\sum_i(d_i/\tilde\varepsilon_i)/(-i\omega\varepsilon_0)$. A uniform film would have $\hat J=-i\omega\varepsilon_0\tilde\varepsilon_{\rm eff}\hat V/D$, so

$$\frac1{\tilde\varepsilon_{\rm eff}}=\sum_i\frac{f_i}{\tilde\varepsilon_i}. \tag{17}$$

The harmonic mean survives, but for complex permittivities. When $\omega$ is much larger than every $s_i/\varepsilon_i$, the conduction terms are negligible and $\tilde\varepsilon_{\rm eff}$ tends to $\varepsilon_h$. Charge then has no time to collect at the interfaces within a cycle.

At low frequency, with all conductivities nonzero, factor $\tilde\varepsilon_i=(is_i/\omega)(1-i\omega\varepsilon_i/s_i)$ and expand its inverse:

$$\frac1{\tilde\varepsilon_i}=-\frac{i\omega}{s_i}\left(1+\frac{i\omega\varepsilon_i}{s_i}+\dots\right)=-\frac{i\omega}{s_i}+\frac{\omega^2\varepsilon_i}{s_i^2}+\dots$$

Define $R=\sum_if_i/s_i$ and $M=\sum_if_i\varepsilon_i/s_i^2$. The weighted sum is $-i\omega R(1+i\omega M/R)$ to this order, and its inverse is

$$\tilde\varepsilon_{\rm eff}=\frac i{\omega R}\left(1-\frac{i\omega M}R\right)+\dots=\frac i{\omega R}+\frac M{R^2}+\dots \tag{18}$$

The first term is the direct-current conduction of the stack. The real part tends to $\varepsilon_{\rm low}=M/R^2$, which is not $\varepsilon_h$ in general. Cauchy–Schwarz gives

$$R^2=\Big(\sum_i\sqrt{\frac{f_i}{\varepsilon_i}}\,\frac{\sqrt{f_i\varepsilon_i}}{s_i}\Big)^2\le\frac M{\varepsilon_h},$$

so $\varepsilon_{\rm low}\ge\varepsilon_h$. Equality holds when $\varepsilon_i/s_i$ is the same in all layers, for then the conduction currents match by themselves and no interface charge builds up.

Give A the conductivity $10^{-10}$ S/m and B the conductivity $10^{-8}$ S/m. The common unit of the rates cancels in $M/R^2$, so set $s_A=1$ and $s_B=100$:

$$R=0.4+0.006=0.406,\quad M=4+0.0024=4.0024,\quad \varepsilon_{\rm low}=\frac{4.0024}{0.406^2}=24.3 .$$

This is close to $\varepsilon_A/f_A=25$, the value that would result if B were a perfect conductor. At low frequency the fields are set by the conductivities, $E_i\propto1/\sigma_i$. Material A then takes the share $0.4/0.406=98.5\%$ of the voltage, compared with 73% at high frequency.

For two materials the full frequency dependence is simple. Equation (17) gives $\tilde\varepsilon_{\rm eff}=\tilde\varepsilon_A\tilde\varepsilon_B/(f_A\tilde\varepsilon_B+f_B\tilde\varepsilon_A)$. With $K=f_A\varepsilon_B+f_B\varepsilon_A$, the denominator is $K[1+i/(\omega\tau)]$, where

$$\frac1\tau=\frac{f_As_B+f_Bs_A}{K}. \tag{19}$$

Since $1/[1+i/(\omega\tau)]=-i\omega\tau/(1-i\omega\tau)$, multiplying out the numerator gives

$$\tilde\varepsilon_{\rm eff}=\frac{-i\omega\tau\,\varepsilon_A\varepsilon_B+\tau(\varepsilon_As_B+\varepsilon_Bs_A)+i\tau s_As_B/\omega}{K(1-i\omega\tau)} .$$

Two identities separate the terms:

$$\frac{-i\omega\tau}{1-i\omega\tau}=1-\frac1{1-i\omega\tau},\qquad \frac{i/\omega}{1-i\omega\tau}=\frac i\omega-\frac\tau{1-i\omega\tau}.$$

The constant term is $\varepsilon_A\varepsilon_B/K=\varepsilon_h$. The coefficient of $i/\omega$ is $\tau s_As_B/K=s_As_B/(f_As_B+f_Bs_A)=1/R$. Everything else is a constant divided by $1-i\omega\tau$, and the low-frequency limit fixes that constant:

$$\tilde\varepsilon_{\rm eff}=\varepsilon_h+\frac{\varepsilon_{\rm low}-\varepsilon_h}{1-i\omega\tau}+\frac i{\omega R}. \tag{20}$$

This is one Debye relaxation plus conduction, however many layers the two materials form. In the model $K=16+6=22$, and equation (19) gives

$$\tau=\frac{8.854\times10^{-12}\times22}{0.4\times10^{-8}+0.6\times10^{-10}}\ {\rm s}=48\ {\rm ms},$$

so the crossover frequency $1/(2\pi\tau)$ is 3.3 Hz. At $\omega\tau=1$ the real part of $1/(1-i)$ is $1/2$, and the real permittivity lies midway between its limits, at 21.2. Following the interface charges of the eight-layer stack in time under a sinusoidal voltage gives real parts of 24.28, 21.23 and 18.18 at $\omega\tau=0.02$, 1 and 50, in agreement with equation (17). At the lowest of these frequencies the imaginary part is 66.9, so the capacitive current then has only about a third of the amplitude of the total current. The numerical output below lists these values.

By equation (20), the real part exceeds $\varepsilon_h$ by $(\varepsilon_{\rm low}-\varepsilon_h)/(1+\omega^2\tau^2)$. To measure the harmonic mean of the layer permittivities, the frequency must be high enough to make this excess small compared with $\varepsilon_h$. If a thin, poorly conducting layer makes $\varepsilon_{\rm low}$ much larger than $\varepsilon_h$, this can require a frequency far above the crossover. The frequency must also stay below any at which the $\varepsilon_i$ themselves change or the series resistance of the electrodes matters. No choice of frequency removes the contribution of the electrode interfaces. A real electrode screens its charge over a finite length, which adds a term to $\sum_id_i/\varepsilon_i$ whose size depends on the interface. That sum is only 1.1 nm for the model stack, so an addition of 0.05 nm per electrode would lower the apparent permittivity by 8%. If the layers respond nonlinearly, the displacement is still common to all of them in the absence of free charge. Differentiating $V=\sum_id_iE_i(Q)$ gives

$$\frac{dV}{dQ}=\sum_i\frac{d_i}{\varepsilon_0\varepsilon_i'},\qquad \varepsilon_i'=\frac1{\varepsilon_0}\frac{d\mathcal D_i}{dE_i},$$

where $\mathcal D_i$ is the displacement in layer $i$ as a function of its field. The small-signal capacitance then contains the harmonic mean of the differential permittivities, each taken at the field that its own layer experiences.

## Computed values

```
permittivity of A, B: 10, 40
growth per cycle of A, B: 0.10, 0.05 nm
cycles of A, B per supercycle: 20, 60
number of supercycles: 4
layer thickness A, B: 2.00, 3.00 nm
total thickness: 20.00 nm
thickness fraction A, B: 0.400, 0.600
f_A/eps_A, f_B/eps_B: 0.0400, 0.0150
harmonic mean, thickness weights: 18.1818
eps_eff from Coulomb sums: 18.1818
harmonic mean, cycle weights (wrong): 22.8571
in-plane (arithmetic) mean: 28.0000
capacitance density: 8.0493 fF/um^2
applied voltage: 1.00 V
plate charge density: 8.0493 mC/m^2
mean field: 0.05000 V/nm
field in A, B: 0.09091, 0.02273 V/nm
voltage across all A, all B: 0.7273, 0.2727 V
bound charge at first A/B interface: -0.6037 mC/m^2
stored energy per area: 4.0246 mJ/m^2
fixed charge on middle interface: 1.00 mC/m^2
voltage offset from fixed charge: 0.06212 V
graded film 10+30(z/D)^2, integral: 16.539867
graded film, energy minimum: 16.539867
finite elements, flat, normal field: 18.1818
finite elements, flat, in-plane field: 28.0000
corrugation amplitude / cell height: 0.20
corrugated, 40x40 mesh: 20.663
corrugated, 80x80 mesh: 20.657
conductivity of A, B: 1.0e-10, 1.0e-08 S/m
relaxation time tau: 47.978 ms
crossover frequency 1/(2 pi tau): 3.317 Hz
low-frequency limit of real part: 24.2811
driven stack, omega*tau=0.02: real 24.2787, imag 66.8549
driven stack, omega*tau=1: real 21.2315, imag 4.3843
driven stack, omega*tau=50: real 18.1843, imag 0.1486
```
